# Photoionisation Cross Sections from Pseudostates by Stable Stieltjes Imaging

A diagonalisation in 40 square-integrable functions has produced excitation energies and oscillator strengths, and a cross section is wanted at a photon energy of about 48 eV. The decision is whether these pseudostates suffice, or whether a larger basis or a separate continuum calculation must be paid for. The answer depends on which properties of the pseudostates have converged, and on whether the arithmetic preserves them.

## Why the strengths cannot be plotted directly

Take one electron in a local central potential, initially in the lowest s state with reduced radial function $u_0$ and energy $E_0=-I$. Atomic units are used in the algebra. The p pseudostates $u_i$ have excitation energies $\omega_i$ and radial dipoles $d_i=\int u_i r u_0\,dr$. For light polarised along $z$, the angular integral is $1/\sqrt3$, so

$$f_i=2\omega_i|\langle i|z|0\rangle|^2=\tfrac23\omega_i d_i^2 .$$

In the continuum the final states are normalised per unit energy. A field $F\cos\omega t$ gives the golden-rule rate $2\pi|Fz/2|^2=\pi F^2|z|^2/2$. The photon flux is $cF^2/(8\pi\omega)$. Dividing, with $\alpha=1/c$ and $df/d\omega=2\omega|z|^2$,

$$\sigma=4\pi^2\alpha\,\omega|z|^2=2\pi^2\alpha\,\frac{df}{d\omega},$$

in units of $a_0^2$.

The basis supplies masses $f_i$, not a density. A pseudostate above threshold is normalised to one, so its strength depends on how many neighbours share the continuum, and this changes with the basis. Broadening each line gives a smooth curve, but also a width that the physics does not supply.

Integrals over the spectrum behave better. Put $x=1/\omega$ and define

$$m_k=\sum_i f_i x_i^k=\tfrac23\langle ru_0|(H_1-E_0)^{1-k}|ru_0\rangle ,$$

where $H_1$ is the p-wave Hamiltonian. The second form follows by inserting $f_i$ and summing over states. For $k\ge2$ it requires solutions of equations such as $(H_1-E_0)g=ru_0$. Since $E_0$ lies below the p spectrum, $g$ decays at large $r$ essentially as $e^{-\kappa r}$, $\kappa=\sqrt{2I}$, apart from powers of $r$. A localised basis can represent $g$ although it cannot represent a continuum wave at all distances.

Two moments have simple values. Closure gives $m_1=\frac23\langle r^2\rangle$. For $m_0$, use $H_1=H_0+1/r^2$ and $(ru_0)''=ru_0''+2u_0'$, so that $(H_0-E_0)ru_0=-u_0'$. Then

$$\langle ru_0|H_1-E_0|ru_0\rangle=-\int ru_0u_0'\,dr+\int u_0^2\,dr=\tfrac12+1=\tfrac32,$$

where the first integral was done by parts. Hence $m_0=1$.

Inverse energies are needed because high positive moments do not exist. At large $k_e=\sqrt{2\omega}$ the dipole equals, up to sign, $\omega^{-2}$ times the matrix element of the force. Near a nucleus the force is proportional to $1/r^2$ and $u_0\propto r$. With the free p wave $\sqrt{2/(\pi k_e)}\,k_er\,j_1(k_er)$,

$$d\propto\omega^{-2}k_e^{-1/2}\int_0^\infty j_1(s)\,ds,\qquad \frac{df}{d\omega}\propto\omega d^2\propto\omega^{-7/2}.$$

The integral equals one because $j_1=-j_0'$. Thus $\int\omega^k df$ diverges for integer $k\ge3$, while every $m_k$ with $k\ge0$ is finite. In the new variable $df/dx=\omega^2df/d\omega\propto x^{3/2}$ near $x=0$.

## Why the moments should not be formed

The design is now to keep the information in the first $2n$ inverse moments, with $n$ well below the number $N$ of pseudostates. Let $p_k$ be polynomials orthonormal under

$$\langle p,q\rangle=\frac1{m_0}\sum_i f_i\,p(x_i)q(x_i).$$

This requires $f_i\ge0$. Since $\langle xp_k,p_l\rangle=\langle p_k,xp_l\rangle$ vanishes for $l<k-1$, three terms suffice:

$$xp_k=b_{k+1}p_{k+1}+a_kp_k+b_kp_{k-1}.$$

The raw-moment route factorises the Hankel matrix $m_{i+j}/m_0=(LL^T)_{ij}$. This means $x^k=\sum_{l\le k}L_{kl}p_l$. Multiply by $x$ and compare the coefficients of $p_{k+1}$ and $p_k$:

$$L_{k+1,k+1}=L_{kk}b_{k+1},\qquad L_{k+1,k}=L_{kk}a_k+L_{k,k-1}b_k .$$

Therefore $b_{k+1}=L_{k+1,k+1}/L_{kk}$ and

$$a_k=\frac{L_{k+1,k}}{L_{kk}}-\frac{L_{k,k-1}}{L_{k-1,k-1}} ,$$

without the second term for $k=0$. The algebra is correct, but all $x_i$ are positive, so successive powers $x_i^k$ are increasingly weighted toward the upper end of the range, the lowest excitations, whether or not a strong discrete line sits there. Their vectors become nearly parallel, and the Hankel matrix, built from their scalar products, squares the condition number.

The cure is to orthogonalise after each multiplication instead of after all of them. Let $X=\mathrm{diag}(x_i)$ and start from $(v_0)_i=\sqrt{f_i/m_0}$. For $k=0,\dots,n-1$:

1. Set $a_k=v_k^TXv_k$.
2. Form $t=Xv_k$ and subtract its projections on all of $v_0,\dots,v_k$, doing so twice to remove rounding residues.
3. Set $b_{k+1}=\|t\|$ and $v_{k+1}=t/b_{k+1}$.

This is the Lanczos procedure. Since $(v_k)_i=\sqrt{f_i/m_0}\,p_k(x_i)$, it generates the same coefficients as the Hankel factorisation, without forming a moment.

## What the coefficients determine

Put $a_0,\dots,a_{n-1}$ on the diagonal and $b_1,\dots,b_{n-1}$ beside it to form the Jacobi matrix $J_n$. For $P(x)=(p_0,\dots,p_{n-1})^T$ the recurrence reads

$$J_nP(x)=xP(x)-b_np_n(x)e_n ,$$

with $e_n$ the last unit vector. The eigenvalues $x_j$ are thus the zeros of $p_n$. Because $p_0=1$, the first component of the normalised eigenvector satisfies $v_{0j}^2=1/\sum_kp_k(x_j)^2$. Define $w_j=m_0v_{0j}^2$.

Orthogonality of the eigenvector matrix gives $\sum_jw_jp_k(x_j)p_l(x_j)=m_0\delta_{kl}$ for $k,l<n$, so the rule is exact through degree $2n-2$. It also gives the correct zero for $p_np_{n-1}$, which extends exactness to degree $2n-1$. The monic polynomial $b_1\cdots b_np_n$ has square $x^{2n}$ plus lower powers. The rule gives zero for this square, so the first defect is

$$m_{2n}-\sum_jw_jx_j^{2n}=m_0b_1^2\cdots b_n^2 .$$

The nodes also bound accumulated strength. Order them by increasing $x$, so that $j=1$ has the highest energy. For $k<n$, choose a polynomial $P_k$ of degree $2n-2$ with value 1 at $x_1,\dots,x_k$, value 0 at the other nodes, and zero slope at every node except $x_k$. These are $2n-1$ conditions. Its derivative has $n-1$ prescribed zeros and, by Rolle's theorem, $n-2$ more between neighbouring nodes with equal values. That exhausts its degree $2n-3$, so all the zeros are simple. Hence $P_k$ falls from 1 to 0 between $x_k$ and $x_{k+1}$, and the prescribed stationary points are minima. It follows that $P_k\ge1$ for $x\le x_k$ and $P_k\ge0$ beyond. Integrating $P_k$ gives the upper bound below; for $k=n$ use $P_n=1$. The same argument from the other end gives the lower bound:

$$\sum_{i<k}w_i\le\mu(x<x_k)\le\mu(x\le x_k)\le\sum_{i\le k}w_i ,$$

where $\mu$ is the accumulated strength from $x=0$, that is, from infinite energy downwards.

For the pseudospectrum this is a theorem. It transfers to the true spectrum when moments $0,\dots,2n-2$ agree. Taking $n=N$ would give no compression: with $N$ distinct energies and nonzero strengths, $J_N$ returns the original pseudostates, including moments that need not have converged.

## From bounded strength to a density

A midpoint histogram assigns $\frac12(w_j+w_{j+1})/(\omega_j-\omega_{j+1})$ to the midpoint of two node energies. Where those energies differ by a factor of two, the mean of a steep density over the interval is not its midpoint value.

A better rule treats the index $j$ as continuous. For smooth $g$ and density $\rho=df/dx$,

$$\sum_jw_jg(x_j)\approx\int\rho g\,dx=\int\rho g\,\frac{dx}{dj}\,dj\approx\sum_j\rho(x_j)g(x_j)\frac{dx}{dj}.$$

This suggests $w_j\approx\rho(x_j)\,dx/dj$. It is an asymptotic argument, not a proof at each node, but one case can be checked in full. For unit strength with $\rho=1/[\pi\sqrt{x(L-x)}]$ on $(0,L)$, where $L$ now denotes the upper end of the interval and not the matrix above, the Gauss rule has

$$x_j=L\sin^2(\theta_j/2),\quad\theta_j=\frac{(2j-1)\pi}{2n},\quad w_j=\frac1n .$$

Then $dx/dj=(L/2)\sin\theta_j\,(\pi/n)$ and $\sqrt{x_j(L-x_j)}=(L/2)\sin\theta_j$, so $\rho\,dx/dj=1/n=w_j$.

The example also shows how to differentiate. Near $x=0$, $\sqrt{x_j}$ is almost linear in $j$, while $x_j$ is quadratic. Using $dx/dj=2\sqrt x\,d\sqrt x/dj$ and a central difference,

$$\frac{dx}{dj}\approx\sqrt{x_j}\left(\sqrt{x_{j+1}}-\sqrt{x_{j-1}}\right).$$

Since $|dx/d\omega|=x^2$, the working formula is

$$\sigma(\omega_j)\approx2\pi^2\alpha\,\frac{x_j^2w_j}{\sqrt{x_j}(\sqrt{x_{j+1}}-\sqrt{x_{j-1}})} .$$

The error of the difference can be found in the same example. With $h=\pi/(2n)$, the approximate derivative is $L\sin\theta_j\sin h$ and the true one is $L\sin\theta_j\,h$. The density is too large by the factor $h/\sin h\approx1+h^2/6$, that is, by 0.29% for $n=12$.

The first node has no left neighbour and is omitted. Nodes whose lower-energy neighbour lies below threshold are omitted too, as a precaution: the argument assumes a smooth density across the difference, and below threshold the strength consists of discrete lines. On the known density $x^{3/2}$ on $(0,1)$, the largest relative error at the interior nodes for $n=12$ is 0.23%.

## A model with an independent continuum

Consider $V(r)=-(1+e^{-qr})/r$ with $q=4.0$ per angstrom. The electron sees charge two at the nucleus and charge one far away. The basis has 40 Laguerre functions for each angular momentum, with exponent 2.6 per angstrom. The ionisation energy is 24.687 eV, which gives $\kappa\approx2.5$ per angstrom, close to the basis exponent.

For comparison, the p wave $u$ is integrated outward at energy $\varepsilon=\omega-I$. In the Coulomb tail it is written as $u=Ay\sin\vartheta$ with $\vartheta'=y^{-2}$. Differentiation gives $u'y-uy'=A\cos\vartheta$, and therefore

$$A^2=(u/y)^2+(u'y-uy')^2 .$$

At large $r$, $y\approx K^{-1/2}$ with $K^2=2\varepsilon+2/r-2/r^2$. An energy-normalised wave has amplitude $\sqrt{2/\pi}\,y$, so the squared dipole of the unnormalised wave is multiplied by $2/(\pi A^2)$. Against the closed result for a pure Coulomb potential, the largest relative error at two energies is $5.5\times10^{-6}$.

The numerical output shows why the recurrence matters. Relative to an 80-digit calculation, double-precision moments give $a_k$ with an error of $2.9\times10^{-12}$ at $n=4$ and $2.0\times10^{-6}$ at $n=8$. That is a factor of about 29 per order; continued to $n=12$, it would make the error of order one. Lanczos at $n=12$ agrees with the 80-digit coefficients to $4.4\times10^{-16}$. In one random trial with small relative noise in the strengths, the largest relative change in $a_k$ was 0.09 of the noise amplitude.

Enlarging the basis from 40 to 60 functions changes the twelve pairs of coefficients by at most $3.4\times10^{-11}$, relative to their values. This answers the opening question for the present model: at this order a larger basis brings no useful gain.

The density recovered from the nodes will be called the image. It is defined at the nodes. At this order one of them falls near 48 eV; in general the wanted energy lies between nodes, and $\ln\sigma$ is then interpolated against $\ln\omega$. Near 48 eV it uses three consecutive nodes, at 64.630, 48.053 and 38.045 eV. The square roots of their inverse energies are 0.12439, 0.14426 and 0.16213 $\mathrm{eV}^{-1/2}$. Hence

$$\frac{dx}{dj}\approx0.14426(0.16213-0.12439)=0.005444\ \mathrm{eV}^{-1}.$$

The central weight is 0.11640, so

$$\frac{df}{d\omega}\approx\frac{0.11640}{(48.053)^2\times0.005444}=0.00926\ \mathrm{eV}^{-1}.$$

With energy in eV and length in angstrom, the prefactor $2\pi^2\alpha$ becomes $1.0976\ \mathrm{eV\,\mathring{A}^2}$. The result is $\sigma=0.01016\ \mathrm{\mathring{A}^2}$, or 1.016 Mb. Direct integration gives $0.01013\ \mathrm{\mathring{A}^2}$.

The accumulated strength above this energy is bounded between 0.219 and 0.336, while the direct value is 0.276. The bounds are much wider than the error of the density, so they guard the accumulated strength but do not certify the cross section to a fraction of a percent.

Over the eight usable nodes, from 27.5 to 314 eV, the median error relative to direct integration is 0.30% and the largest is 0.53%. All eight errors are positive. The estimate $h^2/6$ gives 0.64, 0.41, 0.29 and 0.21% for $n=8,10,12,14$; the observed medians are 0.64, 0.42, 0.30 and 0.22%. This is consistent with the central difference being the main source of error, but does not prove it. The estimate was derived for a different density, and its size depends on the density: on $x^{3/2}$ at $n=12$ the largest error was 0.23% rather than 0.29%.

Over the seven intervals between these eight nodes, the midpoint histogram has a median error of 2.2% and a largest error of 28%. Between the nodes at 156 and 314 eV, the direct cross section falls roughly as $\omega^{-2.9}$. For that power law, the interval mean exceeds the midpoint value by about 25%, which accounts for most of the largest error.

## Where the image stops being reliable

At low energy the last node lies at 21.203 eV with weight 0.17481. The lowest pseudostate has energy 21.2025 eV and strength 0.17478. Here the rule has found a discrete line, and dividing its weight by a spacing would create a false continuum.

Resolution is limited by node spacing. Around 48 eV, half the distance between the two neighbouring nodes is 13 eV. A resonance much narrower than this cannot be recovered from the twelve nodes. Its strength is not lost but added to the weights of the neighbouring nodes, so it changes the image there by a relative amount of the order of its net strength divided by those weights. The change is upward for a peak and downward for a window resonance, whose net strength relative to the background is negative. The sub-percent accuracy found above is for a model without such structure. Raising $n$ helps while the added coefficients remain stable under basis enlargement; beyond that point this check no longer vouches for the image, which may then depend on the basis.

Negative strengths, as for downward transitions from an excited initial state, violate the positivity used in both the recurrence and the bounds. The model itself leaves out electron correlation, relaxation of the remaining electrons and relativity. In a many-electron calculation, agreement between image orders would test only the recovery of the density averaged over the node spacing. All orders can agree while missing a narrow resonance, and their agreement says nothing about the physics contained in the pseudostates.

## Computed results

```
screening rate q = 4.0 1/angstrom; basis exponent = 2.6 1/angstrom
basis functions per l = 40; image order n = 12
ionisation energy = 24.6870 eV
pseudostates below / above threshold = 5 / 35
lowest excitation = 21.2025 eV, strength = 0.17478
sum of strengths = 1.00000000
mean square radius = 0.34081 angstrom^2
a_0 = 0.0298169 1/eV, b_1 = 0.0128736 1/eV
a_3 = 0.0238004 1/eV, b_4 = 0.0114422 1/eV
a_6 = 0.0223476 1/eV, b_7 = 0.0109865 1/eV
a_9 = 0.0217350 1/eV, b_10 = 0.0107659 1/eV
Lanczos vs 80-digit moments, largest relative difference = 4.4e-16
double-precision moments, relative error of a_k: n=4 2.9e-12, n=8 2.0e-06
largest n with raw-moment error below 1e-6 = 7
amplification of relative noise in strengths = 0.09
relative change of coefficients, 40 to 60 functions = 3.4e-11
index rule on x^(3/2), largest relative error = 0.231 %
continuum normalisation, Coulomb check error = 5.5e-06
node: photon energy/eV, weight, lower bound, direct strength above, upper bound
 1:   965.996 0.00262 0.00000 0.00077 0.00262
 2:   314.295 0.01493 0.00262 0.00856 0.01755
 3:   155.969 0.03823 0.01755 0.03437 0.05578
 4:    94.503 0.06757 0.05578 0.08706 0.12335
 5:    64.630 0.09578 0.12335 0.16912 0.21914
 6:    48.053 0.11640 0.21914 0.27606 0.33553
 7:    38.045 0.12528 0.33553 0.39798 0.46082
 8:    31.677 0.12115 0.46082 0.52226 0.58196
 9:    27.526 0.10516 0.58196 0.63631 0.68712
10:    24.855 0.07948 0.68712 not computed 0.76660
11:    23.232 0.05858 0.76660 not computed 0.82519
12:    21.203 0.17481 0.82519 not computed 1.00000
photon energy/eV, image sigma/angstrom^2, direct sigma/angstrom^2, error/%
  314.295 0.000061 0.000061 +0.10
  155.969 0.000464 0.000462 +0.29
   94.503 0.001822 0.001816 +0.30
   64.630 0.004888 0.004874 +0.29
   48.053 0.010164 0.010134 +0.29
   38.045 0.017536 0.017482 +0.31
   31.677 0.026191 0.026099 +0.35
   27.526 0.034893 0.034710 +0.53
index rule: median / largest error = 0.30 / 0.53 %
midpoint histogram: median / largest error = 2.20 / 28.33 %
order 8: nodes used = 4, median / largest error = 0.64 / 0.69 %
order 10: nodes used = 6, median / largest error = 0.42 / 0.55 %
order 14: nodes used = 9, median / largest error = 0.22 / 0.32 %
main result at 48.053 eV: 0.010164 angstrom^2 = 1.0164 Mb
```
